# Static second-order susceptibility from first-order orbitals by the 2n+1 theorem, part 2

The problem is the static electronic second-order susceptibility \(\chi^{(2)}\) of an insulator with fixed nuclei, obtained from first-order orbitals. Rydberg atomic units are used (bohr, Ry, \(\hbar=1\)). The electron has charge \(-e\), and the macroscopic field \(\mathcal E\) enters as \(f_i=e\mathcal E_i\), in Ry/bohr. With \(E(f)\) the electronic energy per cell of volume \(\Omega\), the summed electron position per cell is

\[
\langle x_i\rangle=\frac{\partial E}{\partial f_i}
=\langle x_i\rangle_0+\sum_jS_{ij}f_j+\frac12\sum_{jk}D_{ijk}f_jf_k+\dots,\qquad
D_{ijk}=\frac{\partial^3E}{\partial f_i\partial f_j\partial f_k}\bigg|_0 . \tag{2}
\]

The induced polarization is \(\varepsilon_0(\chi^{(1)}\mathcal E+\chi^{(2)}\mathcal E\mathcal E+\dots)\), which gives

\[
\chi^{(1)}_{ij}=-\frac{8\pi}{\Omega}S_{ij},\qquad
\frac{\chi^{(2)}_{ijk}}{e}=-\frac{4\pi}{\Omega}D_{ijk}. \tag{4}
\]

The self-consistent one-electron Hamiltonian \(H_f\) and the projector \(P_f\) on the doubly occupied orbitals obey

\[
[H_f,P_f]=0 . \tag{6}
\]

At zero field they are \(H_0\) and \(P_0\), with \(H_0\psi^0_m=\varepsilon_m\psi^0_m\) and \(Q=1-P_0\). The first-order orbitals \(\psi^1_m\) lie in the empty space and form \(A=\sum_m|\psi^1_m\rangle\langle\psi^0_m|\). They solve

\[
(H_0-\varepsilon_m+\alpha P_0)\,\psi^1_m=-Q(x+v_1)\psi^0_m , \tag{18}
\]

where \(\alpha\) exceeds the energy spread of the occupied levels. The first-order density is \(n_1=2\,\mathrm{diag}(A+A^\dagger)\), diagonal in position, and \(v_1=\int K_2n_1\). \(K_2\) and \(K_3\) are the second and third density derivatives of the interaction energy. For field direction \(i\) these quantities are \(A_i,n_i,v_i\), and

\[
D_{ijk}=\sum_{\rm perm}2\,\mathrm{Tr}\big[(x_i+v_i)(A_jA_k^\dagger-A_k^\dagger A_j)\big]+\iiint K_3n_in_jn_k . \tag{16}
\]

For a single direction the indices are dropped.

In a crystal, \(x\) enters only through commutators: the position trace in (16) becomes \(\mathrm{Tr}(A_k^\dagger[x_i,A_j])\) per cell, and \(Qx\psi^0_m\) in (18) becomes \(Q[x,P_0]\psi^0_m\). For a lattice-periodic operator \(O\), acting on cell-periodic functions at wavevector \(k\), \([x_i,O]_k=i\,\partial O_k/\partial k_i\).

A planar cluster of four sites with four electrons serves as a numerical test. Its energy errors with ground-state and with first-order trial orbitals, averaged over the two signs of the field, grow as \(f^2\) and \(f^4\).

**Linear response.** The slope in (2) is \(S_{ij}=2\,\mathrm{Tr}[x_i(A_j+A_j^\dagger)]=4\,\mathrm{Re}\,\mathrm{Tr}(A_j^\dagger x_i)\). Because \(A_j^\dagger=P_0A_j^\dagger Q\), only \(Qx_iP_0\) contributes, and

\[
S_{ij}=4\,\mathrm{Re}\,\mathrm{Tr}\big(A_j^\dagger[x_i,P_0]\big). \tag{24}
\]

The same orbitals thus supply \(\chi^{(1)}\) and \(\chi^{(2)}\).

**Inversion symmetry.** Under inversion \(x\) changes sign while \(H_0\) and \(P_0\) do not. By (18), \(A\), \(n_1\) and \(v_1\) then also change sign. Every term of (16) contains three odd factors and must equal its own negative, so \(D_{ijk}=0\). A crystal with an inversion centre, such as unstrained bulk silicon, has no \(\chi^{(2)}\) in this dipole approximation. This is one reason for placing a polar film on a silicon waveguide.

**From optical to static response.** The optical response follows from \(i\,dP/dt=[H(t),P]\), here with a kernel that acts instantaneously. Take a field component \(f e^{-i\omega t}\), and let \(P_1\) and \(P_2\) now be the amplitudes at \(\omega\) and \(2\omega\), per \(f\) and \(f^2\). They obey

\[
\begin{aligned}
\omega P_1&=[H_0,P_1]+[x+v_1,P_0],\\
2\omega P_2&=[H_0,P_2]+[x+v_1,P_1]+[v_2,P_0],\qquad
v_2=\int K_2n_2+\frac12\iint K_3n_1n_1 .
\end{aligned} \tag{25}
\]

At \(\omega=0\) these are the first two orders of the static condition (6). The limit is regular. Between the occupied and empty spaces the commutator with \(H_0\) supplies energy differences of at least the gap, and the system is assumed to have no self-consistent resonance near zero frequency. Inside each space the time evolution preserves idempotency, which fixes

\[
P_0P_2P_0=-P_0P_1^2P_0,\qquad QP_2Q=QP_1^2Q . \tag{26}
\]

These remain finite as \(\omega\to0\). The quadratic amplitude of \(\langle x\rangle\) at \(2\omega\) therefore tends to the static coefficient \(D/2\) of (2). In the electro-optic case a static bias is combined with light at \(\omega\). The second-order equation for the mixed term then has \(\omega\) in place of \(2\omega\) on the left, and its source contains both orderings of the two fields. Its limit is regular for the same reasons, and the mixed amplitude tends to \(2\times D/2=D\).

For a real Hamiltonian, transposition of (25) reverses the sign of every commutator, which is equivalent to \(\omega\to-\omega\). The density is unchanged by transposition, so the amplitude is even in \(\omega\) and its leading deviation is of order \(\omega^2\). In the four-site cluster \(D_{xxx}/2=18.3885\) bohr³/Ry². The amplitude from (25) is 18.3987 at \(\omega=0.004\) Ry and 18.3911 at 0.002 Ry. The two deviations from the static value have the ratio 4.00.

**The electro-optic coefficient.** Let a bias field \(\mathcal E_b\) and a weak optical field \(\mathcal E_o\) lie along the same principal axis, and suppose that the induced polarization lies along it too. The quadratic term \(\chi^{(2)}(\mathcal E_b+\mathcal E_o)^2\) contains \(2\chi^{(2)}\mathcal E_b\mathcal E_o\). The relative permittivity for the light is thus \(1+\chi^{(1)}+2\chi^{(2)}\mathcal E_b\). The Pockels coefficient \(r\) is defined by the change \(r\mathcal E_b\) of the inverse permittivity, and to first order in the bias

\[
r=-\frac{2\chi^{(2)}}{(1+\chi^{(1)})^2}. \tag{27}
\]

This is the electronic part. In a real film a slow bias also moves the ions and strains the lattice, and those contributions must be added separately.

**A polar chain.** A simple example is a chain with two sites, A and B, in a cell of length 5.0 bohr. B lies 2.2 bohr to the right of A, so the next A is 2.8 bohr further on. The hopping amplitudes are 0.25 Ry across the short bond and 0.15 Ry across the long one. The bare site energies are \(+0.10\) Ry on A and \(-0.10\) Ry on B. There are two electrons per cell, and the interaction energy of a site with \(n\) electrons is

\[
g(n)=\frac U2n^2-Cn^{4/3},\qquad
K_2=U-\frac49Cn^{-2/3},\qquad
K_3=\frac8{27}Cn^{-5/3}, \tag{28}
\]

with \(U=0.20\) Ry and \(C=0.15\) Ry. Each chain is assigned a cross-section of 60 bohr², hence \(\Omega=300\) bohr³. The parameters are round model values and describe no particular material. Coupling between neighbouring chains is left out.

For a matrix between site \(s\) in the home cell and site \(s'\) in the cell at \(R\), the commutator multiplies the element by \(\tau_s-\tau_{s'}-R\), where \(\tau\) is the position in the cell. With Bloch sums that carry the phase \(e^{ikR}\), this becomes

\[
[x,O]_{ss'}(k)=i\frac{\partial O_{ss'}}{\partial k}+(\tau_s-\tau_{s'})O_{ss'} . \tag{29}
\]

The second term appears because these phases contain the cell position and not the site position.

The self-consistent ground state has 0.732 electrons on A and 1.268 on B, and a smallest direct gap of 0.238 Ry. A positive \(f\) raises the energy towards the right and drives electrons to the left. The first-order densities are \(n_1=+3.736\) on A and \(-3.736\) bohr/Ry on B. The kernel in (28) is \(K_2=0.1179\) Ry on A and 0.1431 Ry on B, so that

\[
v_1(\mathrm A)=0.1179\times3.736=0.440\ \text{bohr},\qquad
v_1(\mathrm B)=-0.1431\times3.736=-0.535\ \text{bohr}. \tag{30}
\]

Equation (24) gives \(S=-30.31\) bohr²/Ry. The density change within the cell would by itself give \(2.2\times(-3.736)=-8.22\) bohr²/Ry. The remainder is charge that has passed from cell to cell, which the periodic density does not record and the commutator does. From (4),

\[
\chi^{(1)}=\frac{8\pi\times30.31}{300}=2.54 . \tag{31}
\]

The three parts of \(D\) are 257.7 from the position operator, 147.6 from \(v_1\) and 2.3 from \(K_3\), all in bohr³/Ry². The last can be checked by hand: \(K_3\) is 0.0748 Ry on A and 0.0299 Ry on B, and \((0.0748-0.0299)\times3.736^3=2.34\). The sum and the susceptibility are

\[
D=407.6\ \text{bohr}^3/\text{Ry}^2,\qquad
\frac{\chi^{(2)}}e=-\frac{4\pi\times407.6}{300}=-17.07\ \text{bohr/Ry}. \tag{32}
\]

One bohr/Ry times \(e\) is 3.889 pm/V, so \(\chi^{(2)}=-66.4\) pm/V. The negative sign refers to the chosen direction of \(x\); reversing the chain reverses it. Equation (27) then gives

\[
\frac re=\frac{2\times17.07}{(3.539)^2}=2.73\ \text{bohr/Ry},\qquad r=10.6\ \text{pm/V}. \tag{33}
\]

These are static values. Light at 1550 nm has \(\omega=0.059\) Ry, a quarter of the gap of this chain; there the mixed amplitude is about 11% above \(D\), and \(r\) is about 4% above (33).

An independent value of \(D\) comes from open chains of two lengths in finite fields. They are solved self-consistently, with no response formula and no wavevector. The difference between the lengths removes the ends, and it reproduces 407.6 bohr³/Ry². With equal site energies the chain has inversion centres at the middle of the bonds; with equal hoppings and equal distances between neighbouring sites it has them on the sites. In both cases the computed \(D\) vanishes to rounding error.

The wavevector mesh needs attention, and so does the way \(\partial/\partial k\) is evaluated on it. The figures below hold for a uniform mesh containing \(k=0\) with the derivative taken by discrete Fourier transform; a difference between neighbouring mesh points converges much more slowly. Nine points give 324.4 bohr³/Ry², about 20% below the converged value; 17 points give 404.9, and 33 points give 407.6.

If the potential is frozen in the response, with \(v_1\) and \(K_3\) set to zero but the ground state kept, the result is \(D=-12.7\) bohr³/Ry². Even the sign is wrong. The position part alone changes from \(-12.7\) to 257.7 when \(v_1\) is restored, and since the ground state is the same, this change comes entirely from the first-order orbitals. The induced potential \(v_1\), which is an energy divided by \(f\), is lower on B than on A by 0.975 bohr. The rise across the short bond is thereby reduced from 2.2 to 1.225 bohr, and that across the long bond is increased from 2.8 to 3.775 bohr. In (16) and (18), apart from the \(K_3\) term, \(x\) and \(v_1\) enter only through their sum, and this sum is, up to a constant, the position operator of a chain with B placed 1.225 bohr from A. The position and potential parts together, \(257.7+147.6=405.3\), are thus the frozen result for that rise. The frozen \(D\) depends steeply on the rise: it passes through zero near 2.17 bohr and reaches about \(-170\) bohr³/Ry² at an even rise of 2.5 bohr. The value \(-12.7\) is small because 2.2 bohr lies close to this zero, and a shift of about one bohr in the effective rise moves \(D\) far from it. A constant added to \(v_1\) has no effect, because \(Q\) removes it from (18) and the trace of \(AA^\dagger-A^\dagger A\) is zero. In a cell of two sites, only the difference between A and B then remains. It changes the position part through the orbitals and also produces the potential part of 147.6, while \(K_3\) adds only 2.3. For these parameters, self-consistency of the first-order orbitals therefore cannot be treated as a small correction; the reversal of sign is particular to a geometry so close to the zero of the frozen result.

The result also has a limit in field strength. In an infinite crystal a constant field makes the potential energy unbounded below, and electrons can in principle tunnel from occupied to empty bands. The derivatives at \(f=0\) describe the polarized state that develops continuously from the insulating ground state. They no longer describe the response when tunnelling is appreciable, when the gap closes, or when \(\omega\) or \(2\omega\) approaches an electronic resonance. The numerical output that follows lists the main values used here; the energy errors and their growth factors appear there as complex numbers with zero imaginary part.

## Computed values

```
CLUSTER (four sites, four electrons)
energy error, zeroth-order orbitals, f=0.001: 1.3336e-05+0.0000e+00j Ry
  growth when f doubles: 4.000+0.000j
energy error, first-order orbitals, f=0.001: 2.4915e-10+0.0000e+00j Ry
  growth when f doubles: 16.000+0.000j
D_xxx formula, finite field: 36.7770, 36.7770 bohr^3/Ry^2
D_xxy formula, finite field: -57.3275, -57.3275 bohr^3/Ry^2
D_xxx/2: 18.38850 bohr^3/Ry^2
second-harmonic amplitude, w=0.004 Ry: 18.39871 bohr^3/Ry^2
second-harmonic amplitude, w=0.002 Ry: 18.39105 bohr^3/Ry^2
  ratio of deviations from D_xxx/2: 4.001
POLAR CHAIN
cell length, A-B distance: 5.0, 2.2 bohr; area: 60.0 bohr^2
hoppings t1, t2: 0.25, 0.15 Ry; site energies: +-0.1 Ry
interaction U, C: 0.2, 0.15 Ry; cell volume: 300.0 bohr^3
electrons on A, B: 0.73173, 1.26827
smallest direct gap: 0.23802 Ry
n1 on A, B: 3.73602, -3.73602 bohr/Ry
v1 on A, B: 0.44048, -0.53463 bohr
d<x>/df periodic: -30.30928 bohr^2/Ry
d<x>/df open chains: -30.30927 bohr^2/Ry
D, position part: 257.6767 bohr^3/Ry^2
D, potential part: 147.5739 bohr^3/Ry^2
D, third-kernel part: 2.3409 bohr^3/Ry^2
D, total: 407.5915 bohr^3/Ry^2
D, open chains in finite field: 407.5908 bohr^3/Ry^2
D, potential frozen in response: -12.6931 bohr^3/Ry^2
D with 9 k points: 324.3792 bohr^3/Ry^2
D with 17 k points: 404.8587 bohr^3/Ry^2
D with 33 k points: 407.5906 bohr^3/Ry^2
|D| with equal site energies: 1.7e-13 bohr^3/Ry^2
|D| with equal bonds: 9.7e-12 bohr^3/Ry^2
chi1: 2.53918 (dimensionless)
chi2/e: -17.07315 bohr/Ry
conversion: 1 e bohr/Ry = 3.88938 pm/V
chi2: -66.4040 pm/V
Pockels r/e formula: 2.726072 bohr/Ry
Pockels r/e finite field: 2.727565 bohr/Ry
Pockels r: 10.6027 pm/V
```
